**Peak production time of an autocatalytic acid amplifier**

For A + H → 2H with production rate kAH, the program tests that the rate is largest at t = ln(A0/H0)/[k(A0 + H0)] when 0 < H0 < A0. Here A0 and H0 are the initial amplifier and acid concentrations, and k is the second-order rate constant. It integrates the two rate equations, searches for the maximum directly, and asserts agreement in time and height for four ratios A0/H0 from 1.5 to 10,000. It also asserts the same time by quadrature for the example, a maximum at the start in a case with H0 > A0, and the loading ratio that gives the latest peak at fixed seed acid. For the example the peak is at 33.53 s, with 40% of the amplifier used. Further runs change one assumption at a time: the largest systematic shifts come from wafer warm-up (+7.89 s), a base quencher (+6.08 s) and acid diffusion in a 32 nm pitch pattern (+5.36 s). A master equation for a 10 nm cube lowers the mean peak rate by 1.64%, and the program asserts that this lowering shrinks roughly in inverse proportion to the volume.

## Check in Python

```python
"""
Autocatalytic acid amplifier: A + H -> 2 H, production rate r = k A H.
Result under test: for 0 < H0 < A0 the rate r is largest at
    t_peak = ln(A0/H0) / (k (A0 + H0)),
where A = H = (A0+H0)/2 and r = k (A0+H0)^2 / 4.
A0, H0: initial amplifier and acid concentrations (nm^-3)
k: second-order rate constant (nm^3/s); t: time (s)
The maximum is searched for on numerical solutions of the rate equations.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


def formula_time(A0, H0, k):
    return np.log(A0 / H0) / (k * (A0 + H0))


def integrate(rhs, start, t_end):
    result = solve_ivp(rhs, (0.0, t_end), start, method="DOP853",
                       rtol=1e-10, atol=1e-13, dense_output=True)
    assert result.success
    return result.sol


def find_peak(rhs, start, production, t_end):
    """Time and height of the largest production rate, by direct search."""
    sol = integrate(rhs, start, t_end)
    times = np.linspace(0.0, t_end, 2001)
    rates = production(times, sol(times))
    i = int(np.argmax(rates))
    assert i < len(times) - 1, "maximum not inside the time window"
    if i == 0:
        return 0.0, rates[0]
    best = minimize_scalar(lambda t: -production(t, sol(t)),
                           bounds=(times[i - 1], times[i + 1]),
                           method="bounded", options={"xatol": 1e-8})
    return best.x, -best.fun


def simple_rhs(k):
    def rhs(t, y):
        event_rate = k * y[0] * y[1]
        return [event_rate, -event_rate]
    return rhs


def simple_peak(A0, H0, k):
    return find_peak(simple_rhs(k), [H0, A0],
                     lambda t, y: k * y[0] * y[1], 20 / (k * (A0 + H0)))


# Example parameters: rough round values for a chemically amplified resist
A0, H0, k = 0.10, 0.02, 0.4
bake_time, bake_celsius = 60.0, 110.0
S = A0 + H0
t_peak = formula_time(A0, H0, k)

# Peak time and height over a wide range of A0/H0
worst_time_error = 0.0
for ratio in (1.5, 5.0, 100.0, 1.0e4):
    seed = A0 / ratio
    total = A0 + seed
    t_num, r_num = simple_peak(A0, seed, k)
    error = abs(t_num - formula_time(A0, seed, k)) * k * total
    worst_time_error = max(worst_time_error, error)
    # a flat maximum fixes its time only to the square root of the rate error
    assert error < 1e-3
    assert abs(r_num / (k * total**2 / 4) - 1) < 1e-7

# Excess seed acid: the rate is largest at the start
assert simple_peak(0.02, 0.10, k)[0] == 0.0

# Separated equation, integrated by quadrature up to half of the total
t_quad = quad(lambda h: 1 / (k * h * (S - h)), H0, S / 2)[0]
assert abs(t_quad - t_peak) < 1e-8

# Whole curve and conservation
sol = integrate(simple_rhs(k), [H0, A0], 150.0)
grid = np.linspace(0, 150, 301)
acid, amplifier = sol(grid)
closed_form = S / (1 + (A0 / H0) * np.exp(-k * S * grid))
assert np.max(np.abs(acid - closed_form)) < 1e-8
assert np.max(np.abs(acid + amplifier - S)) < 1e-10
H_mid, A_mid = sol(t_peak)
H_end, A_end = sol(bake_time)
assert abs(H_mid - A_mid) < 1e-8
assert abs((H_mid - H0) - (A0 - H0) / 2) < 1e-8
t_num, r_peak = simple_peak(A0, H0, k)

# More seed acid gives an earlier peak
seed_times = [simple_peak(A0, h, k)[0] for h in (0.01, 0.02, 0.04, 0.08)]
assert np.all(np.diff(seed_times) < 0)

# Amplifier loading that gives the latest peak at fixed seed acid
x_late = brentq(lambda x: x * np.log(x) - x - 1, 2, 10)
late = [simple_peak(f * x_late * H0, H0, k)[0] for f in (0.8, 1.0, 1.25)]
assert late[1] > late[0] and late[1] > late[2]

# ---- Effects left out of the model, one at a time ----
# Acid diffusion, from a diffusion length sqrt(2 D t) over the bake
diffusion_length, capture_radius = 10.0, 0.7
D = diffusion_length**2 / (2 * bake_time)
k_encounter = 4 * np.pi * capture_radius * D
encounter_shift = t_peak * k / k_encounter

# Base quencher, neutralising acid at the encounter rate
Q0 = 0.005


def quencher_rhs(t, y):
    H, A, Q = y
    made, neutralised = k * A * H, k_encounter * H * Q
    return [made - neutralised, -made, -neutralised]


def plain_production(t, y):
    return k * y[0] * y[1]


t_quencher, _ = find_peak(quencher_rhs, [H0, A0, Q0], plain_production, 150)

# First-order acid loss, and uncatalysed decomposition of the amplifier
loss_rate, thermal_rate = 1e-3, 1e-4
t_loss, _ = find_peak(
    lambda t, y: [k * y[0] * y[1] - loss_rate * y[0], -k * y[0] * y[1]],
    [H0, A0], plain_production, 150)


def thermal_production(t, y):
    return (k * y[0] + thermal_rate) * y[1]


t_thermal, _ = find_peak(
    lambda t, y: [thermal_production(t, y), -thermal_production(t, y)],
    [H0, A0], thermal_production, 150)

# Wafer warm-up with an Arrhenius rate constant
activation_eV, warm_time, room_celsius = 1.1, 3.0, 23.0
kB_eV = constants.k / constants.e
T_bake = bake_celsius + constants.zero_Celsius


def k_at(T):
    return k * np.exp(-activation_eV / kB_eV * (1 / T - 1 / T_bake))


def k_warming(t):
    return k_at(T_bake - (bake_celsius - room_celsius) * np.exp(-t / warm_time))


def warm_production(t, y):
    return k_warming(t) * y[0] * y[1]


t_warm, _ = find_peak(
    lambda t, y: [warm_production(t, y), -warm_production(t, y)],
    [H0, A0], warm_production, 150)
lost_time = quad(lambda t: 1 - k_warming(t) / k, 0, 60, limit=200)[0]
assert abs((t_warm - t_peak) - lost_time) < 0.05
t_cooler = simple_peak(A0, H0, k_at(T_bake - 1))[0]

# Line pattern: mobile acid, fixed amplifier, periodic in one dimension
pitch, cells = 32.0, 64
dx = pitch / cells
profile = H0 * (1 + np.cos(2 * np.pi * np.arange(cells) / cells)) / 2


def pattern_peak(diffusivity):
    def rhs(t, y):
        H, A = y[:cells], y[cells:]
        made = k * A * H
        spread = diffusivity * (np.roll(H, 1) + np.roll(H, -1) - 2 * H) / dx**2
        return np.concatenate([made + spread, -made])
    start = np.concatenate([profile, np.full(cells, A0)])
    return find_peak(rhs, start, lambda t, y: k * y[0] * y[cells], 150)


assert abs(pattern_peak(0.0)[0] - t_peak) < 0.02
t_pattern, r_pattern = pattern_peak(D)


# Whole molecules: master equation with a fixed number of seeds in a volume
def counted_peak(volume):
    seeds, total = round(H0 * volume), round(S * volume)
    n = np.arange(seeds, total + 1)
    jump = k * n * (total - n) / volume
    generator = np.diag(-jump) + np.diag(jump[:-1], -1)
    dt = 0.5
    step = expm(generator * dt)
    p = np.zeros(len(n))
    p[0] = 1.0
    mean_rate = []
    for _ in range(200):
        mean_rate.append(jump @ p / volume)
        p = step @ p
    assert abs(p.sum() - 1) < 1e-8
    i = int(np.argmax(mean_rate))
    left, mid, right = mean_rate[i - 1:i + 2]
    offset = 0.5 * (left - right) / (left - 2 * mid + right)
    return (i + offset) * dt, mid - 0.25 * (left - right) * offset


cube_side = 10.0
volume = cube_side**3
t_count, r_count = counted_peak(volume)
_, r_count_large = counted_peak(4 * volume)
deficit = 1 - r_count / r_peak
deficit_large = 1 - r_count_large / r_peak
# the deficit should fall roughly as one over the volume
assert deficit > 0 and 3 < deficit / deficit_large < 5
seed_count = H0 * volume
seed_sigma = np.sqrt(seed_count)
t_few = simple_peak(A0, (seed_count - seed_sigma) / volume, k)[0]
t_many = simple_peak(A0, (seed_count + seed_sigma) / volume, k)[0]

to_molar = 1e24 / constants.N_A
print(f"Initial amplifier A0: {A0:.3f} nm^-3")
print(f"Initial acid H0: {H0:.3f} nm^-3")
print(f"Rate constant k: {k:.2f} nm^3/s")
print(f"Bake: {bake_celsius:.0f} deg C for {bake_time:.0f} s")
print(f"Total S = A0+H0: {S:.3f} nm^-3")
print(f"k S: {k*S:.4f} 1/s")
print(f"ln(A0/H0): {np.log(A0/H0):.4f}")
print(f"Peak time, formula: {t_peak:.2f} s")
print(f"Peak time, search on rate equations: {t_num:.2f} s")
print(f"Peak time, quadrature: {t_quad:.2f} s")
print(f"Largest error of k S t_peak over A0/H0=1.5..1e4: {worst_time_error:.1e}")
print(f"Acid at peak: {H_mid:.4f} nm^-3")
print(f"Amplifier at peak: {A_mid:.4f} nm^-3")
print(f"Amplifier used at peak: {100*(1-A_mid/A0):.1f} %")
print(f"Rate at start: {k*A0*H0:.6f} nm^-3/s")
print(f"Rate at peak: {r_peak:.6f} nm^-3/s = {r_peak*to_molar:.3e} mol/(L s)")
print(f"Rate at end of bake: {k*A_end*H_end:.6f} nm^-3/s")
print(f"Acid at end of bake: {H_end:.4f} nm^-3")
print(f"Amplifier used at end of bake: {100*(1-A_end/A0):.1f} %")
print("Peak times for H0=0.01,0.02,0.04,0.08 nm^-3: "
      + ", ".join(f"{t:.2f}" for t in seed_times) + " s")
print(f"A0/H0 of latest peak at fixed H0: {x_late:.3f}")
print("Peak times at 0.8, 1, 1.25 times that ratio: "
      + ", ".join(f"{t:.2f}" for t in late) + " s")
print("Neglected effects, shift of peak time from the formula:")
print(f"Quencher {Q0:.3f} nm^-3: {t_quencher-t_peak:+.2f} s")
print(f"Acid loss {loss_rate:.0e} 1/s: {t_loss-t_peak:+.2f} s")
print(f"Uncatalysed decay {thermal_rate:.0e} 1/s: {t_thermal-t_peak:+.2f} s")
print(f"Warm-up from {room_celsius:.0f} deg C, time constant {warm_time:.0f} s, "
      f"activation energy {activation_eV:.1f} eV: {t_warm-t_peak:+.2f} s")
print(f"Plate 1 K too cool: {t_cooler-t_peak:+.2f} s")
print(f"Acid diffusion length over bake: {diffusion_length:.0f} nm")
print(f"Acid diffusivity: {D:.3f} nm^2/s")
print(f"Capture radius: {capture_radius:.1f} nm")
print(f"Encounter rate constant: {k_encounter:.2f} nm^3/s")
print(f"Finite encounter rate, if k is the contact value: {encounter_shift:+.2f} s")
print(f"Line centre, {pitch:.0f} nm pitch, with diffusion: "
      f"{t_pattern-t_peak:+.2f} s")
print(f"Peak rate at that line centre: {r_pattern:.6f} nm^-3/s")
print(f"Mean seed count in {cube_side:.0f} nm cube: {seed_count:.0f}")
print(f"Counting noise, fixed seed count: {t_count-t_peak:+.2f} s")
print(f"Lowering of mean peak rate by counting noise: {100*deficit:.2f} %")
print(f"Same lowering in four times the volume: {100*deficit_large:.2f} %")
print(f"Seed count standard deviation (Poisson): {seed_sigma:.2f}")
print(f"Peak time, seeds one deviation low: {t_few:.2f} s")
print(f"Peak time, seeds one deviation high: {t_many:.2f} s")
print("success")
```

Printed output:

```
Initial amplifier A0: 0.100 nm^-3
Initial acid H0: 0.020 nm^-3
Rate constant k: 0.40 nm^3/s
Bake: 110 deg C for 60 s
Total S = A0+H0: 0.120 nm^-3
k S: 0.0480 1/s
ln(A0/H0): 1.6094
Peak time, formula: 33.53 s
Peak time, search on rate equations: 33.53 s
Peak time, quadrature: 33.53 s
Largest error of k S t_peak over A0/H0=1.5..1e4: 1.1e-08
Acid at peak: 0.0600 nm^-3
Amplifier at peak: 0.0600 nm^-3
Amplifier used at peak: 40.0 %
Rate at start: 0.000800 nm^-3/s
Rate at peak: 0.001440 nm^-3/s = 2.391e-03 mol/(L s)
Rate at end of bake: 0.000986 nm^-3/s
Acid at end of bake: 0.0937 nm^-3
Amplifier used at end of bake: 73.7 %
Peak times for H0=0.01,0.02,0.04,0.08 nm^-3: 52.33, 33.53, 16.36, 3.10 s
A0/H0 of latest peak at fixed H0: 3.591
Peak times at 0.8, 1, 1.25 times that ratio: 34.06, 34.81, 34.20 s
Neglected effects, shift of peak time from the formula:
Quencher 0.005 nm^-3: +6.08 s
Acid loss 1e-03 1/s: -0.03 s
Uncatalysed decay 1e-04 1/s: -0.33 s
Warm-up from 23 deg C, time constant 3 s, activation energy 1.1 eV: +7.89 s
Plate 1 K too cool: +3.05 s
Acid diffusion length over bake: 10 nm
Acid diffusivity: 0.833 nm^2/s
Capture radius: 0.7 nm
Encounter rate constant: 7.33 nm^3/s
Finite encounter rate, if k is the contact value: +1.83 s
Line centre, 32 nm pitch, with diffusion: +5.36 s
Peak rate at that line centre: 0.001139 nm^-3/s
Mean seed count in 10 nm cube: 20
Counting noise, fixed seed count: -0.08 s
Lowering of mean peak rate by counting noise: 1.64 %
Same lowering in four times the volume: 0.42 %
Seed count standard deviation (Poisson): 4.47
Peak time, seeds one deviation low: 40.30 s
Peak time, seeds one deviation high: 28.27 s
success
```
